\section*{Residual bias of a uniform quantiser averaged with half a step of noise}

\section{A height that averages to the right value}

A stylus profilometer with a digital step of 1 nm measures an etched step whose true height is 100.5 nm. Let the lower level lie a quarter of a step above a code, a position that gives the largest averaged error. Without noise the reading is then 101 nm, and repeating it changes nothing: the error stays at 0.5 nm. Add Gaussian noise of 0.5 nm rms before the digitiser and average for long enough, and the height settles at 100.5046 nm. The remaining error is 0.0046 nm, although every single reading is still a whole number of nanometres. Each of the two levels that define the height contributes 0.0023 nm, and this is the largest mean error that quantisation can cause in one level at this noise.

The setting is as follows. A quantiser of step $D$ returns the multiple of $D$ nearest to its input. The input is a constant $x$ plus noise $n$, which is Gaussian, has zero mean and rms value $s$, is independent from reading to reading, and is added \emph{before} the quantiser. The thresholds are equally spaced and the range has no ends. ``Half a step of noise'' means $s=D/2$ for the rms value, not for the peak. Lengths are measured in steps, so that $D=1$, until the example returns.

\section{Back of the envelope}

The rounding error of a noiseless input is a sawtooth in $x$ with period 1 and extreme values $\pm1/2$. Noise moves the input along this sawtooth, and averaging replaces the sawtooth by its mean over the positions visited. Its slowest component is a sine of period 1 and amplitude $1/\pi$. Noise of rms $1/2$ shifts the phase of that sine by $2\pi\times\tfrac12=\pi$ radians rms. The mean of a sine whose phase has a Gaussian spread $\phi$ is reduced by $e^{-\phi^2/2}$, here $e^{-\pi^2/2}=0.0072$. Hence
\begin{equation}
|b|_{\max}\approx\frac{1}{\pi}\,e^{-\pi^2/2}=0.0023 .
\end{equation}
The faster components have larger phase spreads and should be weaker still. This argument borrows the amplitude $1/\pi$ and the reduction factor, and it ignores the other harmonics without a bound. The derivation supplies all three.

\section{Controlled derivation}

\subsection{From the average to a smoothed sawtooth}

Let $Q(y)$ be the integer nearest to $y$. By the law of large numbers, the average of independent readings tends to the expectation $E[Q(x+n)]$. The error that survives unlimited averaging is therefore
\begin{equation}
b(x)=E[Q(x+n)]-x=\sum_{k}k\,P\!\left(k-\tfrac12<x+n<k+\tfrac12\right)-x .
\label{def}
\end{equation}
The rule for ties is irrelevant, since with continuous noise a tie has probability zero.

Write $Q(y)=y+e(y)$. The rounding error $e$ has period 1 and equals $-y$ for $-\tfrac12<y<\tfrac12$. Because $E[x+n]=x$,
\begin{equation}
b(x)=E[e(x+n)]=\int_{-\infty}^{\infty}e(y)\,p(y-x)\,dy,\qquad
p(n)=\frac{e^{-n^2/2s^2}}{s\sqrt{2\pi}} .
\label{conv}
\end{equation}
In the integral $x$ appears only in the smooth function $p$, so $b$ is smooth even though $e$ jumps. It inherits the period 1. Since $e$ is odd and $p$ is even, $b$ is odd, and its Fourier series contains sines only.

\subsection{The Fourier coefficients}

The coefficient of $\sin(2\pi kx)$ in $b$ is
\begin{equation}
B_k=2\int_{-1/2}^{1/2}b(x)\sin(2\pi kx)\,dx
=2\,E\!\left[\int_{-1/2}^{1/2}e(x+n)\sin(2\pi kx)\,dx\right].
\end{equation}
Substitute $y=x+n$. The integrand is periodic, so the interval may be moved back to $(-\tfrac12,\tfrac12)$. Then use
\begin{equation}
\sin(2\pi k(y-n))=\sin(2\pi ky)\cos(2\pi kn)-\cos(2\pi ky)\sin(2\pi kn).
\end{equation}
The second term integrates to zero against the odd function $e(y)$. What remains is a product,
\begin{equation}
B_k=e_k\,E[\cos(2\pi kn)],\qquad
e_k=-2\int_{-1/2}^{1/2}y\sin(2\pi ky)\,dy .
\end{equation}
Integration by parts gives
\begin{align}
e_k&=2\left[\frac{y\cos(2\pi ky)}{2\pi k}\right]_{-1/2}^{1/2}
-\frac{1}{\pi k}\int_{-1/2}^{1/2}\cos(2\pi ky)\,dy\nonumber\\
&=\frac{\cos(\pi k)}{\pi k}\left(\tfrac12+\tfrac12\right)-0=\frac{(-1)^k}{\pi k}.
\label{ek}
\end{align}
For $k=1$ this has magnitude $1/\pi$, as assumed in the estimate.

For the noise factor set $q=2\pi k$ and complete the square:
\begin{equation}
-\frac{n^2}{2s^2}+iqn=-\frac{(n-iqs^2)^2}{2s^2}-\frac{q^2s^2}{2}.
\end{equation}
The Gaussian is analytic and vanishes at the far ends of the strip between the real axis and the line shifted by $iqs^2$. The integration path may therefore be moved, and the shifted Gaussian integrates to 1. Thus $E[e^{iqn}]=e^{-q^2s^2/2}$, which is real, so that $E[\cos(2\pi kn)]=e^{-2\pi^2k^2s^2}$. The result is
\begin{equation}
b(x)=\sum_{k=1}^{\infty}(-1)^k a_k\sin(2\pi kx),\qquad
a_k=\frac{e^{-2\pi^2k^2s^2}}{\pi k}.
\label{series}
\end{equation}
For $s>0$ the series converges absolutely. Its sum is a continuous function with the same Fourier coefficients as the continuous function $b$, and is therefore equal to $b$ at every $x$.

The sign has a simple meaning. Just above a code centre the leading term is negative, so the average reads low: it is pulled slightly towards the nearest code.

\subsection{Bounds on the worst case}

At $x=\tfrac14$ the even harmonics vanish and the odd ones alternate:
\begin{equation}
b(\tfrac14)=-(a_1-a_3+a_5-\cdots).
\end{equation}
The $a_k$ decrease, so the bracket is at least $a_1-a_3$. In the other direction, no sine exceeds 1 in magnitude. Therefore
\begin{equation}
a_1-a_3\le\max_x|b(x)|\le a_1+a_2+a_3+\cdots .
\label{bounds}
\end{equation}
At $s=\tfrac12$ the first three amplitudes are $a_1=2.2892\times10^{-3}$, $a_2=4.3\times10^{-10}$ and $a_3=5.5\times10^{-21}$, and later ones fall faster still. The bounds thus enclose $a_1$ to within a relative distance of less than one part in a million. With the step restored,
\begin{equation}
\max_x|b|\simeq\frac{D}{\pi}\,e^{-2\pi^2s^2/D^2}
\;\longrightarrow\;\frac{D}{\pi}e^{-\pi^2/2}=0.0023\,D
\quad\text{at } s=\frac D2 .
\label{main}
\end{equation}
Compared with the noiseless worst case $D/2$, the reduction is by a factor of 218.

\section{Comparison and limits}

The estimate and the derivation agree because a single harmonic survives. The definition (\ref{def}) offers a route without Fourier series. The mean code is the sum of the probabilities of reaching $1,2,\dots$ minus the sum of those of falling to $-1,-2,\dots$. With $\Phi$ the standard normal distribution function, $x=\tfrac14$ and $s=\tfrac12$,
\begin{equation}
b(\tfrac14)=\Phi(-\tfrac12)+\Phi(-\tfrac52)+\cdots
-\Phi(-\tfrac32)-\Phi(-\tfrac72)-\cdots-\tfrac14=-0.00229 .
\end{equation}
A scan of $x$ over a full period, using the cell probabilities directly, gives a largest magnitude of 0.0022892 at a distance of 0.250 from a code centre. This is $a_1$ to all printed digits.

The same scan at other noise levels shows where one harmonic is enough:
\begin{center}
\begin{tabular}{ccc}
$s/D$ & worst $|b|/D$ & $a_1/D$\\
0.2 & 0.1451 & 0.1445\\
0.3 & 0.05387 & 0.05387\\
0.4 & 0.01353 & 0.01353\\
0.5 & 0.002289 & 0.002289\\
0.7 & 0.00002006 & 0.00002006
\end{tabular}
\end{center}

As $s\to0$ the first harmonic alone would give $1/\pi$, which is wrong, because all harmonics then return. The correct limit follows from (\ref{conv}). Place $x$ many noise widths below the threshold at $\tfrac12$, yet close to it compared with the step. Almost every reading is then 0 and the error is close to $-\tfrac12$. Exactly on the threshold the two neighbouring codes are equally likely and every sine in (\ref{series}) vanishes, so weak noise removes the error there but not beside it.

Where one harmonic dominates, (\ref{main}) can be solved for the noise that brings the worst bias down to a chosen value $\beta$. Taking logarithms, $2\pi^2s^2/D^2=\ln(D/\pi\beta)$, so
\begin{equation}
s=\frac{D}{\pi\sqrt2}\sqrt{\ln\frac{D}{\pi\beta}} .
\end{equation}
The square root of a logarithm means that a little more noise buys a much smaller bias. The price is a larger number of readings.

\section{How many readings are needed}

Unlimited averaging is a limit. To see when it is approached, we need the variance of one reading. Since $Q-x=n+e(x+n)$,
\begin{equation}
\mathrm{Var}\,Q=s^2+2E[n\,e(x+n)]+E[e^2(x+n)]-b^2 .
\end{equation}
For the cross term, differentiate (\ref{conv}) with respect to $x$, using $p'(n)=-n\,p(n)/s^2$:
\begin{equation}
b'(x)=-\int e(y)\,p'(y-x)\,dy=\frac{1}{s^2}E[n\,e(x+n)] .
\end{equation}
The derivative acts on $p$, so the jumps of $e$ need no separate treatment. The cross term is $2s^2b'(x)$.

The function $e^2$ is even, with mean $\int_{-1/2}^{1/2}y^2dy=\tfrac1{12}$. Its cosine coefficients follow by parts. The boundary term contains $\sin(\pi k)=0$, and (\ref{ek}) supplies the remaining integral, $\int y\sin(2\pi ky)\,dy=-(-1)^k/(2\pi k)$:
\begin{equation}
2\int_{-1/2}^{1/2}y^2\cos(2\pi ky)\,dy
=-\frac{2}{\pi k}\int_{-1/2}^{1/2}y\sin(2\pi ky)\,dy=\frac{(-1)^k}{\pi^2k^2}.
\end{equation}
Noise averaging multiplies each harmonic by the same factor as before, so
\begin{equation}
\mathrm{Var}\,Q=s^2+\frac1{12}+2s^2b'(x)-b^2(x)
+\sum_{k\ge1}\frac{(-1)^k}{\pi^2k^2}e^{-2\pi^2k^2s^2}\cos(2\pi kx).
\label{var}
\end{equation}
The first two terms are the noise variance and the variance of a uniformly distributed rounding error. The third comes from the correlation between noise and rounding error, and the last two arise because the rounding error is not quite uniformly distributed. At $s=\tfrac12$ these three terms are small: over all $x$ the variance stays between 0.3254 and 0.3413.

At the worst input, $x=\tfrac14$, the $k=1$ cosines vanish, both in $b'$ and in the sum. The variance is $\tfrac14+\tfrac1{12}=\tfrac13$ up to a few millionths. The average of $N$ readings has variance $\mathrm{Var}\,Q/N$, so its random error equals the bias when
\begin{equation}
N=\frac{\mathrm{Var}\,Q}{b^2}\approx\frac{0.3333}{(0.002289)^2}\approx6.36\times10^4 .
\end{equation}
With far fewer readings the bias is hidden by the scatter. With far more, the bias dominates and further averaging gains little.

A simulation of 250 such averages, each of 63\,605 readings at $x=\tfrac14$, gave a mean error of $-0.00262\pm0.00015$. This differs from the calculated $-0.00229$ by a little more than two standard errors, a fluctuation expected in only a few per cent of such runs. It confirms the sign and the approximate size of the bias; the value 0.0023 itself rests on the direct sum. The scatter of the averages was 0.00245, or 7\,\% above the predicted 0.00229. A standard deviation estimated from 250 values has a relative uncertainty of about $1/\sqrt{500}=4.5\,\%$.

More noise can be worth its price. At $s=0.7$ the leading variance is $0.49+0.083=0.573$, so the same random error needs 1.7 times as many readings as at $s=0.5$. The worst bias meanwhile falls by a factor of 114.

\section{When the small number fails}

\paragraph{Noise in the wrong place.} Noise added after the quantiser averages away and leaves $e(x)$ untouched. The full error of up to half a step then remains.

\paragraph{Noise weaker than believed.} From (\ref{main}), $d\ln a_1/d\ln s=-4\pi^2s^2$, which is $-\pi^2$ at $s=\tfrac12$. A small relative error in $s$ is thus magnified about tenfold in the bias. For a 10\,\% loss of noise the worst bias rises from 0.0023 to 0.0058, a factor of 2.6.

\paragraph{Noise of another shape.} Let the noise be uniform over a width $w$. Inside each period $e'=-1$, so $-e^2/2$ is an antiderivative of $e$. It is also continuous at the jumps, where $e$ changes between $-\tfrac12$ and $\tfrac12$. Averaging $e$ over the width gives
\begin{equation}
b_{\rm u}(x)=\frac{e^2(x-w/2)-e^2(x+w/2)}{2w}.
\end{equation}
The rms value is $w/\sqrt{12}$, so an rms of $\tfrac12$ requires $w=\sqrt3$. Put $c=1-w/2=0.134$. For $0\le x\le\tfrac12-c$ the two rounding errors are $-(x+c)$ and $c-x$, and
\begin{equation}
b_{\rm u}(x)=\frac{(x+c)^2-(x-c)^2}{2w}=\frac{2cx}{w}.
\end{equation}
For $\tfrac12-c\le x\le\tfrac12$ the first error becomes $1-x-c$. The numerator is then $(1-x-c)^2-(x-c)^2=(1-2x)(1-2c)$, which falls to zero at $x=\tfrac12$. The maximum lies at the joint, $x=\tfrac12-c=0.366$:
\begin{equation}
\max|b_{\rm u}|=\frac{2(0.134)(0.366)}{1.732}=0.0566 .
\end{equation}
At equal rms this is 25 times the Gaussian value, and of opposite sign just above a code centre. Yet uniform noise exactly one step wide has $w=1$, and periodicity makes the two squares equal: the bias then vanishes for every $x$. The rms value alone does not determine the bias.

\paragraph{Unequal thresholds.} Let $t_j$ be the threshold between two neighbouring codes. Up to a constant, the mean code is $\sum_j\Phi((x-t_j)/s)$, since each threshold exceeded adds one. Moving $t_j$ by a small $\delta_j$ changes the mean by $-p(x-t_j)\,\delta_j$. For independent shifts of zero mean and rms $d$ the variances add, so the error has rms
\begin{equation}
\sigma_t=d\Big[\sum_jp^2(x-t_j)\Big]^{1/2}.
\end{equation}
At $x=\tfrac14$ and $s=\tfrac12$ the distances to the thresholds are $\tfrac14,\tfrac34,\tfrac54,\dots$, and $p^2(u)=(2/\pi)e^{-4u^2}$. Hence
\begin{equation}
\sigma_t=d\left[\frac2\pi\left(e^{-1/4}+e^{-9/4}+e^{-25/4}+\cdots\right)\right]^{1/2}=0.751\,d .
\end{equation}
With $d=0.1$ step the error is 0.075 step. It is fixed in the device, and averaging at one input does not reduce it. The factor 0.751 holds at $x=\tfrac14$ and for independent shifts. If neighbouring thresholds shift together, the shifts add linearly, and since $\sum_j p(x-t_j)\approx1$ the error approaches the full $d$.

\section{The profilometer}

The converter divides a range of 65.536 $\mu$m into $2^{16}=65\,536$ codes, so $D=1$ nm. The noise is 0.5 nm rms. The stylus rests first on the lower level, at 20\,000.25 nm, and then on the upper one, at 20\,100.75 nm. The lower level lies a quarter step above a code and reads low on average. The upper level lies a quarter step below a code and reads high:
\begin{equation}
b_{\rm height}=(+0.00229)-(-0.00229)=+0.00458\ \text{nm}.
\end{equation}
These positions give the largest height bias, because each level has its extreme bias and the signs add. Without noise the codes are 20\,000 and 20\,101, and the height reads 101 nm. For a height of 100.5 nm the noiseless error is always 0.5 nm in magnitude, wherever the levels lie. For a height close to a whole number of steps it can be worse: levels near opposite sides of their thresholds can bring the height error close to a full step.

At 1000 independent readings per second, 63\,605 readings take 63.6 s per level. The random error of the height is then $\sqrt2\times0.00229=0.0032$ nm, still comparable with its bias.

The instrument parameters are illustrative values chosen for the example, and the independence of 1000 readings per second is an assumption. Both levels are taken to be of the same material, so that contact indentation is nearly common to them. Other assumptions fail by much more than 0.0046 nm. Independent threshold errors of 0.1 nm rms shift each level by 0.075 nm rms, and correlated ones by up to about 0.1 nm rms. A shift shared by the thresholds at both levels, which lie about 100 codes apart, largely cancels in the height. A 20 mm frame with expansion $12\times10^{-6}$ per kelvin moves by 2.4 nm for a change of 0.01 K. If this happens steadily during one averaging time, the mean of that level shifts by 1.2 nm. If the drift continues at the same rate while the second level is averaged immediately afterwards, the height shifts by the full 2.4 nm. A scale error of 1\,\% changes the height by 1.0 nm, and independent local roughness of 0.2 nm rms at the two contact points adds 0.28 nm rms. Slow noise would also make successive readings dependent and lengthen the averaging. The ends of the range, by contrast, are at least 40\,000 noise widths away and play no part.

For these numbers, then, 0.0023 nm per level describes the ideal quantiser and not the accuracy of the instrument. A finer converter would bring little here. Control of drift and calibration of the scale would bring far more. The values used are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
QUANTISER, lengths in steps
noise rms: 0.50 step
worst mean error without noise: 0.5000 step
worst mean error with noise, from definition: 0.0022892 step
first harmonic a1: 0.0022892 step
second harmonic a2: 4.26e-10 step
third harmonic a3: 5.46e-21 step
damping factor exp(-pi^2/2): 0.007192
reduction of worst error: 218.4 times
distance of worst input from code centre: 0.250 step
noise 0.2 step: worst 1.451e-01, a1 1.445e-01 step
noise 0.3 step: worst 5.387e-02, a1 5.387e-02 step
noise 0.4 step: worst 1.353e-02, a1 1.353e-02 step
noise 0.5 step: worst 2.289e-03, a1 2.289e-03 step
noise 0.7 step: worst 2.006e-05, a1 2.006e-05 step
variance of one reading at x = 0.25: 0.33333 step^2
variance range over x: 0.3254 to 0.3413 step^2
readings for random error equal to bias: 63605
bias at x = 0.25, exact: -0.00229 step
bias at x = 0.25, simulated: -0.00262 +- 0.00015 step
simulated scatter of averages: 0.00245 step
PROFILOMETER EXAMPLE
range: 65.536 um, converter: 16 bits
quantiser step: 1.000 nm, noise rms: 0.500 nm
lower level: 20000.25 nm, upper level: 20100.75 nm
true height: 100.50 nm
bias of lower level: -0.00229 nm
bias of upper level: +0.00229 nm
bias of height: +0.00458 nm
height error without noise: +0.500 nm
random error of height at that number: 0.00324 nm
reading rate: 1000 per s, time per level: 63.6 s
NEGLECTED EFFECTS
noise 10 % weaker, worst level bias: 0.00585 nm
uniform noise, same rms, worst: 0.0566 nm
threshold errors, rms input: 0.10 nm
level error from thresholds, rms: 0.0751 nm
frame: 20 mm, 12e-6 per K, change 0.01 K
thermal drift: 2.40 nm, shift of mean: 1.20 nm
scale error 1 %, in height: 1.01 nm
roughness rms 0.2 nm, in height: 0.28 nm
distance to end of range: 40000 noise rms
\end{verbatim}
